# Threshold energies for electron and muon pairs on targets at rest

## Question

I am trying to find the smallest laboratory energy at which three reactions can happen, with the target at rest each time:

1. a photon makes an electron–positron pair on a nucleus of mass $M$;
2. a photon makes an electron–positron pair on a free electron;
3. a positron annihilates with an electron and makes a muon pair, $e^+e^-\to\mu^+\mu^-$.

My first idea was that the incoming energy only has to pay for the new rest masses. For the first two reactions that gives $2m$, with $m$ the electron mass, whatever the target is. For the third it gives about $2\mu$, with $\mu$ the muon mass, or roughly 211 MeV.

But if I put the final particles at rest, energy balances and momentum does not, because the incoming particle had momentum. If I let them move, I don't know how to share the momentum so that the energy is smallest. With three final particles there are many possibilities. How do I find the true minimum, and why should the target matter if it is only a spectator?

## Answer

Your objection is the right one: the final particles must carry the incoming momentum, and this costs kinetic energy. The cheapest way to share the momentum can be found without a search, by looking at the reaction from the frame in which the total momentum is zero.

I use units with $c=1$, so masses, momenta and energies are all in MeV or GeV. "Energy" means total energy, rest energy included, unless I say kinetic. The target is free and at rest, the final particles are free, and the nucleus stays in its ground state.

### The quantity that both frames share

Let $E_{\rm tot}$ and $P$ be the total energy and momentum, with $P$ along $z$. In a frame moving with velocity $v$ along $z$ they become

$$
E'_{\rm tot}=\gamma(E_{\rm tot}-vP),\qquad P'=\gamma(P-vE_{\rm tot}),\qquad \gamma=\frac{1}{\sqrt{1-v^2}} .
$$

Squaring and subtracting, the cross terms $\mp2vE_{\rm tot}P$ cancel:

$$
E'^2_{\rm tot}-P'^2=\gamma^2(1-v^2)(E_{\rm tot}^2-P^2)=E_{\rm tot}^2-P^2\equiv s .
$$

So $s$ is the same in every frame. By conservation of energy and momentum it is also the same before and after the reaction.

Before the reaction, a projectile of mass $m_a$, energy $E$ and momentum $p$ meets a target of mass $M_t$ at rest. Then

$$
s=(E+M_t)^2-p^2=(E^2-p^2)+2M_tE+M_t^2=m_a^2+M_t^2+2M_tE, \tag{1}
$$

where the last step uses $E^2-p^2=m_a^2$.

After the reaction, choose the frame with $P'=0$. It moves with $v=P/E_{\rm tot}$, which is below 1 because the target has mass. There $\sqrt s$ is simply the total energy. If the final particles have masses $m_i$ and momenta $\mathbf q_i$ in this frame,

$$
\sqrt s=\sum_i\sqrt{m_i^2+\mathbf q_i^2}\;\ge\;\sum_i m_i\equiv W . \tag{2}
$$

Equality requires every $\mathbf q_i$ to vanish. This is allowed here, since the total momentum is zero in this frame. Your impossible arrangement, with everything at rest, is thus possible in the centre-of-momentum frame.

Condition (2) is necessary. It is also sufficient for the kinematics. Take any set of momenta that add to zero, not all of them zero, and multiply them all by a common factor $\lambda$. Their sum stays zero, while the energy rises continuously from $W$ at $\lambda=0$ without limit. Every value $\sqrt s\ge W$ is therefore reached, and a boost back to the laboratory gives a final state with the correct energy and momentum.

In all the reactions here the final rest mass is at least the initial one, $W\ge m_a+M_t$. Since $s$ in (1) grows with $E$, the threshold is then where $s=W^2$:

$$
\boxed{E_{\rm th}=\frac{W^2-m_a^2-M_t^2}{2M_t}} \tag{3}
$$

This also answers how to share the momentum. At threshold all final particles are at rest in one frame, so in the laboratory they all move with the same velocity. Each carries momentum in proportion to its mass.

### Why a target is needed at all

Suppose a lone photon of energy $k$ turned into a pair. The pair would have momentum $k$, and (2) applied to the pair alone says $E_{\rm pair}^2-k^2\ge(2m)^2$. Hence

$$
E_{\rm pair}\ge\sqrt{k^2+4m^2}>k .
$$

The photon is short of energy by at least

$$
\sqrt{k^2+4m^2}-k=\frac{4m^2}{\sqrt{k^2+4m^2}+k},
$$

which shrinks as $k$ grows but does not reach zero at any finite $k$. The target is therefore not a spectator. It takes up momentum, and its mass decides how much energy this costs.

### Photon on a nucleus

Here $m_a=0$, $M_t=M$ and $W=M+2m$. From (3),

$$
k_{\rm th}=\frac{(M+2m)^2-M^2}{2M}=\frac{4mM+4m^2}{2M}
=2m\left(1+\frac mM\right). \tag{4}
$$

No expansion in $m/M$ was made. For $M\gg m$ the threshold approaches $2m$, so your first guess is the limit of an infinitely heavy target.

The excess $2m^2/M$ must be the kinetic energy of the final state, because the photon has supplied $2m$ of new rest energy and nothing else was created. To see who carries it, find the common Lorentz factor. It is the total laboratory energy divided by the total rest energy:

$$
\gamma=\frac{k_{\rm th}+M}{M+2m},\qquad
\gamma-1=\frac{k_{\rm th}-2m}{M+2m}=\frac{2m^2}{M(M+2m)} .
$$

A particle of mass $m_i$ has kinetic energy $m_i(\gamma-1)$, so

$$
T_{\rm nucleus}=\frac{2m^2}{M+2m},\qquad
T_{\rm pair}=\frac{4m^3}{M(M+2m)} .
$$

Their sum is $2m^2(M+2m)/[M(M+2m)]=2m^2/M$, as it must be. The heavy nucleus takes nearly all the momentum, about $2m$, and for this it needs only the small kinetic energy $(2m)^2/(2M)=2m^2/M$.

With $m=0.510999$ MeV and a proton of mass $M=938.272$ MeV,

$$
\frac{2m^2}{M}=\frac{2(0.510999)^2}{938.272}\ \text{MeV}=0.5566\ \text{keV},
$$

$$
k_{\rm th}=1.021998\ \text{MeV}+0.5566\ \text{keV}\approx1.02255\ \text{MeV}.
$$

Of the excess, 0.5560 keV goes to the proton and 0.61 eV to the pair. For a helium-4 nucleus, with $M=3727.379$ MeV, the excess falls to 0.1401 keV and the threshold is 1.02214 MeV.

These small differences belong to the stated model of free particles. To see what changes it, write $D=W-M$ for the gain in rest energy. Then (3) reads

$$
k_{\rm th}=\frac{(M+D)^2-M^2}{2M}=D+\frac{D^2}{2M}.
$$

Free particles and an unexcited nucleus give $D=2m$, which is (4). If the nucleus is left with excitation energy $E^*$, then $D=2m+E^*$ and the threshold rises. If the new electron is captured into a bound state with binding energy $B$, then $D=2m-B$ and the threshold falls.

### Photon on a free electron

Now $M_t=m$, and the final state holds the original electron and the pair, so $W=3m$:

$$
k_{\rm th}=\frac{(3m)^2-m^2}{2m}=\frac{8m^2}{2m}=4m . \tag{5}
$$

Formula (4) gives the same value when $M=m$. Numerically, $4m=2.044$ MeV, twice the heavy-target limit.

The reason is visible in the final state. The total energy is $4m+m=5m$ and the total momentum is $4m$, so the common velocity is $4/5$ and $\gamma=5m/(3m)=5/3$. Each of the three particles has

$$
\text{energy}=\frac{5m}{3},\qquad \text{momentum}=\frac45\cdot\frac{5m}{3}=\frac{4m}{3}.
$$

The kinetic energy is $3\cdot\frac23m=2m$. Half of the photon energy makes new rest mass, and the other half keeps the particles moving. A light target cannot absorb the momentum cheaply.

The two final electrons are identical, but this does not move the threshold. Antisymmetry restricts the amplitude, not the sum of the masses, and at any energy above $4m$ the two electrons can have different momenta.

Two conditions on (5) matter in real matter. First, an electron in an atom has a nucleus nearby. A pair can appear below $4m$ if the nucleus takes the recoil, so $4m$ is the threshold for recoil on a free electron and not for pair production in matter as a whole.

Second, a moving target changes the result. For a free electron with energy $E_t$ and momentum component $p_z$ along the photon direction,

$$
s=(k+E_t)^2-(k\hat{\mathbf z}+\mathbf p_t)^2=m^2+2k(E_t-p_z).
$$

Setting $s=9m^2$ gives

$$
k_{\rm th}=\frac{4m^2}{E_t-p_z}.
$$

At rest this is $4m$. An electron moving straight toward the photon has $p_z<0$, and the threshold is lower.

### Muon pairs from positrons

In $e^+e^-\to\mu^+\mu^-$ the target electron disappears, so it does not count in the final mass: $W=2\mu$. The projectile and the target both have mass $m$. Equation (1) at threshold reads

$$
2m^2+2mE_{\rm th}=4\mu^2 ,
$$

and therefore

$$
E_{\rm th}=\frac{4\mu^2-2m^2}{2m}=\frac{2\mu^2}{m}-m . \tag{6}
$$

With $2\mu=211.3168$ MeV and $\mu/m=206.768$,

$$
E_{\rm th}=2\mu\,\frac{\mu}{m}-m
=(211.3168)(206.768)\ \text{MeV}-0.511\ \text{MeV}\approx43.69\ \text{GeV}.
$$

This is the total positron energy. The kinetic energy is lower by $m$, about half an MeV, so both round to **43.7 GeV**.

The result is about 207 times your estimate of 211 MeV. Again the common motion explains it. The total laboratory energy is $E_{\rm th}+m=2\mu^2/m$, shared equally by the two muons:

$$
E_\mu=\frac{\mu^2}{m}=21.85\ \text{GeV},\qquad
\gamma=\frac{E_\mu}{\mu}=\frac{\mu}{m}\approx206.8 .
$$

The muons are at rest relative to each other, yet both rush through the laboratory. Nearly all of the positron's energy is spent on the motion of the system as a whole.

Compare this with a head-on collision of two beams of equal energy $E_b$. The total momentum is then zero in the laboratory, so $\sqrt s=2E_b$, and the threshold is $E_b=\mu=105.7$ MeV per beam. With a target at rest, $s\approx2mE$ at high energy, so the required $E$ grows as the square of the mass to be made.

The value 43.7 GeV relies on the electron being at rest. If the electron has momentum component $p_z$ along the beam, the positron is fast enough to set $p\approx E$, and then

$$
s\approx2m^2+2E(E_t-p_z).
$$

Neglecting $m^2$ beside $\mu^2$, the threshold is $E_{\rm th}\approx2\mu^2/(E_t-p_z)$. For a slow electron, $E_t\approx m$, and to first order

$$
E_{\rm th}\approx\frac{2\mu^2}{m}\left(1+\frac{p_z}{m}\right).
$$

An electron moving toward the positron at 1% of the speed of light lowers the threshold by about 1%, or 0.4 GeV. Inner-shell electrons in atoms are faster, about 4% of the speed of light in carbon, and a free electron moving toward the positron at that speed lowers the threshold by almost 2 GeV.

The value also belongs to this channel alone. In $e^+N\to e^+N\mu^+\mu^-$ a nucleus of mass $M$ takes recoil, and $W=M+m+2\mu$. Equation (3) gives

$$
E_{\rm th}=\frac{2M(m+2\mu)+(m+2\mu)^2-m^2}{2M}
=m+2\mu+\frac{2\mu(\mu+m)}{M}.
$$

For a heavy nucleus this is close to $m+2\mu$. Your estimate of about $2\mu$ was thus near the threshold of a different reaction.

### What happens just above threshold

A threshold says that a reaction is allowed, not that it is frequent. The rate also contains the phase space, the weighted count of available final states. For two muons with momenta $\pm\mathbf q$ in the centre-of-momentum frame, each of energy $\varepsilon=\sqrt{\mu^2+q^2}$, three of the delta functions fix the second momentum. With $\hbar=1$, what remains is

$$
\Phi_2=\int\frac{d^3q}{(2\pi)^3(2\varepsilon)^2}\,2\pi\,\delta(\sqrt s-2\varepsilon)
=\frac{1}{4\pi}\int\frac{q^2\,dq}{\varepsilon^2}\,\delta(\sqrt s-2\varepsilon).
$$

The angles gave $4\pi$. Since $q\,dq=\varepsilon\,d\varepsilon$, and the delta function contributes a factor $1/2$ and sets $\varepsilon=\sqrt s/2$,

$$
\Phi_2=\frac{1}{4\pi}\cdot\frac{q}{\varepsilon}\cdot\frac12=\frac{q}{4\pi\sqrt s}.
$$

To relate $q$ to the positron energy, use $s=4(\mu^2+q^2)$ on one side and $s=4\mu^2+2m(E-E_{\rm th})$ on the other. They give

$$
q=\sqrt{\frac{m(E-E_{\rm th})}{2}} .
$$

The phase space is zero at threshold and opens as the square root of the excess energy.

With three final particles it opens more slowly. Close to threshold the particles are slow in the centre-of-momentum frame, and their kinetic energy $T=\sqrt s-W$ is quadratic in two independent momenta, which have six components. Scaling all six by $\sqrt T$ gives a factor $T^3$ from the volume and $T^{-1}$ from the energy delta function, so $\Phi_3\propto T^2$. From (1), $s-W^2=2M_t(k-k_{\rm th})$. Near threshold the left side is about $2WT$, so $T$ is proportional to $k-k_{\rm th}$ and $\Phi_3\propto(k-k_{\rm th})^2$.

If the squared amplitude tends to a finite, nonzero value at threshold, the rates follow these laws there. If it tends to zero, the rates rise more slowly from zero than the phase space does. A pair made on a very heavy nucleus is such a case: if the Coulomb forces on the slow outgoing particles are neglected, the squared amplitude vanishes in proportion to $T$, so the rate rises as $(k-k_{\rm th})^3$ and not as the square. This neglect requires the electron and positron to be fast compared with $Z\alpha$, where $Z$ is the nuclear charge number and $\alpha\approx1/137$. Closer to threshold, their attraction to each other and the repulsion of the positron by the nucleus change the law, and for a nucleus of large $Z$ the cube is not a reliable guide near threshold. The muon pair shows the effect of such a force in its simplest form. The slow $\mu^+$ and $\mu^-$ attract each other, and very close to threshold this Coulomb attraction makes the squared amplitude grow as $1/q$. It cancels the factor $q$ in $\Phi_2$, so the rate starts from a small nonzero value. The square-root law is therefore only a rough guide for the muon pair. It needs an energy high enough for this attraction to matter little, yet close enough to threshold that $\sqrt s$ and the rest of the squared amplitude have hardly changed.

### A check that does not use $s$

You can also do the search you had in mind. Fix the incoming momentum, vary all three components of every final momentum while keeping their sum right, and minimize the final kinetic energy in the laboratory. The threshold is where the available energy just covers this minimum. The numerical output lists thresholds found in this way beside those from the formulas, and they agree to all digits shown. The momenta at the minimum were tested too: they lie along the beam and correspond to one common velocity.

## Values computed for the example and the checks

```
electron mass m = 0.510999 MeV
muon mass mu = 105.65838 MeV
pair rest energy 2m = 1.021998 MeV
proton: mass M = 938.272 MeV
proton: threshold k = 1.022554 MeV
proton: threshold from search = 1.022554 MeV
proton: excess over 2m = 0.5566 keV
proton: recoil kinetic energy = 0.5560 keV
proton: pair kinetic energy = 0.6056 eV
helium-4 nucleus: mass M = 3727.379 MeV
helium-4 nucleus: threshold k = 1.022138 MeV
helium-4 nucleus: threshold from search = 1.022138 MeV
helium-4 nucleus: excess over 2m = 0.1401 keV
helium-4 nucleus: recoil kinetic energy = 0.1401 keV
helium-4 nucleus: pair kinetic energy = 0.0384 eV
electron target: threshold 4m = 2.043996 MeV
electron target: threshold from search, k/m = 4.000000
electron target: energy of each particle / m = 1.6667
electron target: momentum of each particle / m = 1.3333
electron target: common velocity / c = 0.8000
muon pair: rest energy 2mu = 211.3168 MeV
muon pair: positron total energy = 43.6931 GeV
muon pair: threshold from search = 43.6931 GeV
muon pair: positron kinetic energy = 43.6926 GeV
muon pair: energy of each muon = 21.8468 GeV
muon pair: gamma of each muon, mu/m = 206.768
muon pair: positron energy / (2mu) = 206.766
```
